**Polarization change across a 71° wall: numerical tests**

For polarization magnitude $P$ along the cube body diagonals, the change across a 71° wall is $2P/\sqrt3$ along a cube axis. The program generates the eight polarization variants by quarter turns of a cube and asserts the angles and changes for one, two and three reversed components. Using cell metrics, it searches planes with indices from −3 to 3 and asserts that the two domains fit on (001) and (110), of which (110) is neutral. It builds the sheared twin by matching lattice vectors and asserts the length $2P\sqrt{(1+2\cos\alpha)/3}$, where $\alpha$ is the cell angle. It also compares the bound sheet charge with an integral of $-\nabla\cdot\mathbf P$ through a smooth wall, and the sheet field with a sum over charged rings. For $P=0.90\ \mathrm{C/m^2}$ the output gives a change of 1.0392 C/m² in the ideal cube and 1.0501 C/m² at $\alpha=89.4^\circ$. With a relative permittivity of 50, the unscreened fields are 0.205 MV/cm for a 1° tilt and 11.7 MV/cm for the (001) wall; the latter lies outside the range of the linear estimate.

## Check in Python

```python
# Result under test: in a rhombohedral ferroelectric with polarization
# magnitude P along cube body diagonals, the polarization change across a
# 71 degree wall has length 2 P / sqrt(3) and lies along a cube axis.
# For a cell with rhombohedral angle alpha, the neutral wall instead gives
# 2 P sqrt((1 + 2 cos(alpha)) / 3), along the cell edge lying in the wall.
# Bound sheet charge: sigma = (P1 - P2).n, n pointing from domain 1 to 2.
# Polarization and sheet charge are in C/m^2, electric fields in MV/cm.

import itertools
import math
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import quad
from scipy.linalg import null_space
from scipy.spatial.transform import Rotation

P = 0.90                  # polarization magnitude, C/m^2
alpha_deg = 89.4          # rough pseudocubic cell angle, degrees
eps_r = 50.0              # rough relative permittivity
breakdown = 1.0           # rough breakdown scale, MV/cm
tilt_deg = 1.0            # chosen wall tilt, degrees


def angle_deg(u, v):
    cosine = np.dot(u, v) / (np.linalg.norm(u) * np.linalg.norm(v))
    return math.degrees(math.acos(np.clip(cosine, -1.0, 1.0)))


# --- Polarization variants generated by quarter turns of the cube ---
p = P / math.sqrt(3.0)
P1 = p * np.array([1.0, 1.0, 1.0])
P2 = p * np.array([1.0, 1.0, -1.0])
dP = P2 - P1
jump = np.linalg.norm(dP)
quarter_turns = [Rotation.from_rotvec(math.pi / 2 * axis).as_matrix()
                 for axis in np.eye(3)]
variants = [P * np.ones(3) / np.linalg.norm(np.ones(3))]
for vector in variants:   # the list grows until the orbit is closed
    for turn in quarter_turns:
        image = turn @ vector
        if all(np.linalg.norm(image - old) > 1e-9 for old in variants):
            variants.append(image)
assert len(variants) == 8

counts = {1: 0, 2: 0, 3: 0}
angles, jumps = {}, {}
for other in variants[1:]:
    difference = other - variants[0]
    flips = int(np.sum(np.abs(difference) > 1e-9))
    phi = angle_deg(variants[0], other)
    size = np.linalg.norm(difference)
    assert abs(math.cos(math.radians(phi)) - (1 - 2 * flips / 3)) < 1e-9
    assert abs(size - 2 * P * math.sqrt(flips / 3)) < 1e-9
    assert abs(size - 2 * P * math.sin(math.radians(phi) / 2)) < 1e-7
    counts[flips] += 1
    angles[flips], jumps[flips] = phi, size
assert counts == {1: 3, 2: 3, 3: 1}
assert abs(jumps[1] - jump) < 1e-9
assert round(jump, 2) == 1.04

# --- Planes whose lattice vectors have equal lengths in both domains ---
c = math.cos(math.radians(alpha_deg))
metric1 = np.array([[1, c, c], [c, 1, c], [c, c, 1]])
metric2 = np.array([[1, c, -c], [c, 1, -c], [-c, -c, 1]])
compatible = set()
for hkl in itertools.product(range(-3, 4), repeat=3):
    if not any(hkl) or math.gcd(*hkl) != 1:
        continue
    if next(index for index in hkl if index) < 0:
        continue
    in_plane = null_space(np.array([hkl], dtype=float))
    mismatch = in_plane.T @ (metric2 - metric1) @ in_plane
    if np.max(np.abs(mismatch)) < 1e-12:
        compatible.add(hkl)
assert compatible == {(0, 0, 1), (1, 1, 0)}
neutral = [hkl for hkl in compatible if abs(np.dot(hkl, dP)) < 1e-12]
assert neutral == [(1, 1, 0)]

# --- Distorted twin built by matching lattice vectors in the wall ---
cell1 = np.linalg.cholesky(metric1)   # rows are cell edges
cell2 = np.linalg.cholesky(metric2)


def wall_frame(cell):
    edge = cell[2] / np.linalg.norm(cell[2])
    diagonal = cell[0] - cell[1]
    diagonal = diagonal / np.linalg.norm(diagonal)
    return np.array([edge, diagonal, np.cross(edge, diagonal)])


frame1 = wall_frame(cell1)
cell2 = cell2 @ wall_frame(cell2).T @ frame1
assert np.allclose(cell2[2], cell1[2], atol=1e-12)
assert np.allclose(cell2[0] - cell2[1], cell1[0] - cell1[1], atol=1e-12)
axis1 = cell1[0] + cell1[1] + cell1[2]
axis2 = cell2[0] + cell2[1] - cell2[2]
real_P1 = P * axis1 / np.linalg.norm(axis1)
real_P2 = P * axis2 / np.linalg.norm(axis2)
real_dP = real_P2 - real_P1
real_jump = np.linalg.norm(real_dP)
real_angle = angle_deg(real_P1, real_P2)
normal = frame1[2]
assert abs(real_jump - 2 * P * math.sqrt((1 + 2 * c) / 3)) < 1e-10
assert np.linalg.norm(np.cross(real_dP, cell1[2])) < 1e-10
assert abs(real_dP @ normal) < 1e-10
half_turn = 2 * (normal @ real_P1) * normal - real_P1
assert np.allclose(real_P2, half_turn, atol=1e-10)

# --- Bound charge by integrating -div P through a smooth wall ---
n_neutral = np.array([1.0, 1.0, 0.0]) / math.sqrt(2.0)
n_charged = np.array([0.0, 0.0, 1.0])
tilt = math.radians(tilt_deg)
n_tilted = math.cos(tilt) * n_neutral + math.sin(tilt) * n_charged


def integrated_charge(n):
    s = np.linspace(-20.0, 20.0, 4001)
    points = s[:, None] * n
    step = 1e-3

    def field(r):
        return (P1 + P2) / 2 + np.tanh(r @ n)[:, None] * dP / 2

    divergence = np.zeros_like(s)
    for i, axis in enumerate(np.eye(3)):
        upper = field(points + step * axis)[:, i]
        lower = field(points - step * axis)[:, i]
        divergence += (upper - lower) / (2 * step)
    return -np.sum(divergence) * (s[1] - s[0])


sigma = {}
for name, n in [("neutral", n_neutral), ("tilted", n_tilted),
                ("charged", n_charged)]:
    sigma[name] = float((P1 - P2) @ n)
    assert abs(integrated_charge(n) - sigma[name]) < 1e-6
assert abs(sigma["neutral"]) < 1e-12
assert abs(sigma["tilted"] - jump * math.sin(tilt)) < 1e-12

# --- Field of an unscreened sheet, checked by summing charged rings ---
permittivity = epsilon_0 * eps_r


def sheet_field(charge):
    return charge / (2 * permittivity) / 1e8


def ring_field(charge):
    height = 1.0

    def ring(radius):
        ring_charge = charge * 2 * math.pi * radius
        distance_sq = radius**2 + height**2
        coulomb = ring_charge / (4 * math.pi * permittivity * distance_sq)
        return coulomb * height / math.sqrt(distance_sq)

    return quad(ring, 0.0, np.inf)[0] / 1e8


for name in ("tilted", "charged"):
    reference = ring_field(sigma[name])
    assert abs(sheet_field(sigma[name]) / reference - 1) < 1e-6
assert sheet_field(sigma["charged"]) > breakdown

# --- Numbers for the text ---
low, high = [2 * value / math.sqrt(3) for value in (P - 0.005, P + 0.005)]
rounded_angle_jump = 2 * P * math.sin(math.radians(71.0) / 2)
print(f"polarization magnitude P: {P:.2f} C/m^2")
print(f"component p = P/sqrt(3): {p:.4f} C/m^2")
print("P1 (C/m^2):", np.array2string(P1, precision=4))
print("P2 (C/m^2):", np.array2string(P2, precision=4))
print(f"change along x: {dP[0]:.4f} C/m^2")
print(f"change along y: {dP[1]:.4f} C/m^2")
print(f"change along z: {dP[2]:.4f} C/m^2")
print(f"length of change: {jump:.4f} C/m^2")
print(f"length of change, converted: {100 * jump:.1f} uC/cm^2")
print(f"number of variants: {len(variants)}")
for m in (1, 2, 3):
    print(f"{m} flipped: {counts[m]} partners, angle {angles[m]:.2f} deg,"
          f" change {jumps[m]:.4f} C/m^2")
print(f"change from rounded 71 deg: {rounded_angle_jump:.4f} C/m^2")
print(f"change for P = {P - 0.005:.3f} C/m^2: {low:.4f} C/m^2")
print(f"change for P = {P + 0.005:.3f} C/m^2: {high:.4f} C/m^2")
print("compatible planes:", sorted(compatible))
print("neutral compatible plane:", neutral[0])
print(f"rough cell angle alpha: {alpha_deg:.1f} deg")
print(f"cos(alpha): {c:.5f}")
print(f"angle between P1 and P2, real cell: {real_angle:.2f} deg")
print(f"length of change, real cell: {real_jump:.4f} C/m^2")
print(f"increase from cell shape: {100 * (real_jump / jump - 1):.2f} %")
print(f"rough relative permittivity: {eps_r:.0f} (no unit)")
print(f"rough breakdown scale: {breakdown:.1f} MV/cm")
print(f"wall tilt: {tilt_deg:.1f} deg")
print(f"sheet charge, tilted wall: {sigma['tilted']:.4f} C/m^2")
print(f"field, tilted wall: {sheet_field(sigma['tilted']):.3f} MV/cm")
print(f"sheet charge, (001) wall: {sigma['charged']:.4f} C/m^2")
print(f"field, (001) wall: {sheet_field(sigma['charged']):.1f} MV/cm")
print("checks complete")
```

Running it gives:

```
polarization magnitude P: 0.90 C/m^2
component p = P/sqrt(3): 0.5196 C/m^2
P1 (C/m^2): [0.5196 0.5196 0.5196]
P2 (C/m^2): [ 0.5196  0.5196 -0.5196]
change along x: 0.0000 C/m^2
change along y: 0.0000 C/m^2
change along z: -1.0392 C/m^2
length of change: 1.0392 C/m^2
length of change, converted: 103.9 uC/cm^2
number of variants: 8
1 flipped: 3 partners, angle 70.53 deg, change 1.0392 C/m^2
2 flipped: 3 partners, angle 109.47 deg, change 1.4697 C/m^2
3 flipped: 1 partners, angle 180.00 deg, change 1.8000 C/m^2
change from rounded 71 deg: 1.0453 C/m^2
change for P = 0.895 C/m^2: 1.0335 C/m^2
change for P = 0.905 C/m^2: 1.0450 C/m^2
compatible planes: [(0, 0, 1), (1, 1, 0)]
neutral compatible plane: (1, 1, 0)
rough cell angle alpha: 89.4 deg
cos(alpha): 0.01047
angle between P1 and P2, real cell: 71.38 deg
length of change, real cell: 1.0501 C/m^2
increase from cell shape: 1.04 %
rough relative permittivity: 50 (no unit)
rough breakdown scale: 1.0 MV/cm
wall tilt: 1.0 deg
sheet charge, tilted wall: 0.0181 C/m^2
field, tilted wall: 0.205 MV/cm
sheet charge, (001) wall: 1.0392 C/m^2
field, (001) wall: 11.7 MV/cm
checks complete
```
